# Central-difference Dirac operators: doublers, their handedness and the Wilson term: a program that tests the result

```python
"""
Result under test: the central-difference Dirac Hamiltonian on a cubic lattice has
    E^2 = c^2 sum_i (sin(p_i a)/a)^2 + (m c^2)^2,
so for m = 0 it has 2^d zeros, of handedness (-1)^n, where n is the number of
momentum components equal to pi/a. The Wilson term replaces m c^2 by
    M(p) = m c^2 + (r c/a) sum_i (1 - cos(p_i a)),
which raises a corner by 2 r c/a per edge component (m >= 0, r > 0).
Symbols: a lattice spacing, d space dimension, N sites per side (periodic),
m mass, r Wilson parameter, c speed of light. Hartree atomic units, hbar = 1.
"""
import itertools
import numpy as np
from scipy import constants as const

c = 1.0 / const.fine_structure
hartree_in_mev = const.physical_constants["Hartree energy in eV"][0] * 1e-6

one2 = np.eye(2, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
alpha = [np.kron(pauli[2], s) for s in pauli]
beta = np.kron(pauli[0], one2)
gamma5 = np.kron(pauli[2], one2)
spin = [np.kron(one2, s) for s in pauli]


def stencil(d, a, m, r):
    """On-site matrix and, per axis, the matrices multiplying psi(x+a), psi(x-a)."""
    onsite = beta * (m * c**2 + r * c * d / a)
    hops = []
    for i in range(d):
        wilson = -beta * r * c / (2 * a)
        central = -1j * c * alpha[i] / (2 * a)
        hops.append((wilson + central, wilson - central))
    return onsite, hops


def site_operator(operator, axis, d, N):
    result = np.eye(1)
    for i in range(d):
        result = np.kron(result, operator if i == axis else np.eye(N))
    return result


def lattice_hamiltonian(d, N, a, m, r):
    onsite, hops = stencil(d, a, m, r)
    H = np.kron(np.eye(N**d), onsite)
    forward = np.roll(np.eye(N), 1, axis=1)      # (forward psi)(x) = psi(x+a)
    for i, (plus, minus) in enumerate(hops):
        H += np.kron(site_operator(forward, i, d, N), plus)
        H += np.kron(site_operator(forward.T, i, d, N), minus)
    return H


def bloch_hamiltonian(p, a, m, r):
    onsite, hops = stencil(len(p), a, m, r)
    H = onsite.copy()
    for component, (plus, minus) in zip(p, hops):
        H += plus * np.exp(1j * component * a) + minus * np.exp(-1j * component * a)
    return H


def upper_energy(p, a, m, r):
    return np.linalg.eigvalsh(bloch_hamiltonian(p, a, m, r))[-1]


def count_zeros(H, scale):
    return int(np.sum(np.abs(np.linalg.eigvalsh(H)) < 1e-8 * scale))


a, m, r = 0.005, 1.0, 1.0
scale = c / a
rest = m * c**2
print(f"speed of light c = {c:.6f} a.u.")
print(f"spacing a = {a} bohr, mass m = {m} m_e, r = {r}")
print(f"rest energy = {rest:.3f} hartree")
print(f"c/a = {scale:.3f} hartree; pi/a = {np.pi/a:.4f} 1/bohr")

# Full spectra in real space against the dispersion formula
for wilson_r in (0.0, r):
    for d in (1, 2, 3):
        N = 6
        numeric = np.linalg.eigvalsh(lattice_hamiltonian(d, N, a, m, wilson_r))
        theta = np.array(list(itertools.product(2*np.pi*np.arange(N)/N, repeat=d)))
        mass_function = rest + wilson_r * scale * np.sum(1 - np.cos(theta), axis=1)
        branch = np.sqrt(scale**2 * np.sum(np.sin(theta)**2, axis=1) + mass_function**2)
        formula = np.sort(np.concatenate([branch, branch, -branch, -branch]))
        deviation = np.max(np.abs(numeric - formula)) / scale
        assert deviation < 1e-10
print("spectra d=1,2,3 (N=6) match the dispersion formulas")

# Zeros of the massless operator, four spinor states per zero
for d in (1, 2, 3):
    naive = count_zeros(lattice_hamiltonian(d, 4, a, 0.0, 0.0), scale) // 4
    with_wilson = count_zeros(lattice_hamiltonian(d, 4, a, 0.0, r), scale) // 4
    odd = count_zeros(lattice_hamiltonian(d, 5, a, 0.0, 0.0), scale) // 4
    assert (naive, with_wilson, odd) == (2**d, 1, 1)
    print(f"d={d}: zeros naive N=4: {naive}; Wilson N=4: {with_wilson}; naive N=5: {odd}")

N_odd = 41
levels = np.abs(np.linalg.eigvalsh(lattice_hamiltonian(1, N_odd, a, 0.0, 0.0))) / scale
lowest = np.min(levels[levels > 1e-8])
assert abs(lowest - np.sin(np.pi / N_odd)) < 1e-10
print(f"d=1, N={N_odd}: lowest nonzero |E| = {lowest:.6f} c/a")
print(f"  continuum lowest nonzero |E| = {2*np.pi/N_odd:.6f} c/a")


# Handedness in d=3 from the Berry flux through a small sphere
def berry_charge(two_by_two, centre, radius, n_theta=16, n_phi=20):
    states = np.empty((n_theta + 1, n_phi, 2), dtype=complex)
    for i, t in enumerate(np.linspace(0, np.pi, n_theta + 1)):
        for j, f in enumerate(2 * np.pi * np.arange(n_phi) / n_phi):
            q = radius * np.array([np.sin(t)*np.cos(f), np.sin(t)*np.sin(f), np.cos(t)])
            states[i, j] = np.linalg.eigh(two_by_two(centre + q))[1][:, 0]
    right = np.roll(states, -1, axis=1)

    def overlap(u, v):
        return np.sum(u.conj() * v, axis=-1)
    loop = (overlap(states[:-1], states[1:]) * overlap(states[1:], right[1:])
            * overlap(right[1:], right[:-1]) * overlap(right[:-1], states[:-1]))
    return np.sum(np.angle(loop)) / (2 * np.pi)


def continuum_weyl(q):
    return c * sum(q[i] * pauli[i] for i in range(3))


def lattice_weyl(p):
    return bloch_hamiltonian(p, a, 0.0, 0.0)[:2, :2]      # sector gamma5 = +1


reference = berry_charge(continuum_weyl, np.zeros(3), 0.3 / a)
assert abs(abs(reference) - 1) < 1e-8
corners = list(itertools.product((0, 1), repeat=3))
handedness = {}
for corner in corners:
    charge = berry_charge(lattice_weyl, np.array(corner) * np.pi / a, 0.3 / a)
    handedness[corner] = charge / reference
    assert abs(handedness[corner] - (-1)**sum(corner)) < 1e-8
right_handed = sum(h > 0 for h in handedness.values())
left_handed = sum(h < 0 for h in handedness.values())
assert right_handed == left_handed == 4
print(f"d=3, gamma5=+1: right-handed nodes {right_handed}, left-handed {left_handed}")

# Winding of (s_1, s_2) in d=2; the off-diagonal element is c(s_1 - i s_2)
angles = np.linspace(0, 2 * np.pi, 81)
for corner in itertools.product((0, 1), repeat=2):
    element = [bloch_hamiltonian(np.array(corner)*np.pi/a
                                 + 0.3/a*np.array([np.cos(t), np.sin(t)]),
                                 a, 0.0, 0.0)[0, 1] for t in angles]
    phase = np.unwrap(np.angle(np.conj(element)))
    winding = (phase[-1] - phase[0]) / (2 * np.pi)
    assert abs(winding - (-1)**sum(corner)) < 1e-8
    print(f"d=2 corner {corner}: winding {winding:+.0f}")

# Packets of one massless chiral component in d=1
sites, width, steps = 160, 8.0, 20.0          # width in sites, c t = steps * a
forward = np.roll(np.eye(sites), 1, axis=1)
energy, modes = np.linalg.eigh(-0.5j * (forward - forward.T))      # units c/a
x = np.arange(sites)
print(f"d=1 packets: density width {width} sites, ct = {steps} a")
for label, carrier, sign in (("0", 0.0, 1), ("pi/a", np.pi, -1)):
    packet = np.exp(-(x - sites/2)**2 / (4*width**2) + 1j*carrier*x)
    packet /= np.linalg.norm(packet)
    later = modes @ (np.exp(-1j * energy * steps) * (modes.conj().T @ packet))
    shift = np.sum(x * np.abs(later)**2) - np.sum(x * np.abs(packet)**2)
    assert abs(shift - sign * steps * np.exp(-1/(8*width**2))) < 1e-6
    print(f"  carrier {label}: displacement {shift:+.4f} sites")

# Exact doubling symmetry with mass, and its loss with the Wilson term
N = 4
H_naive = lattice_hamiltonian(3, N, a, m, 0.0)
H_wilson = lattice_hamiltonian(3, N, a, m, r)
chirality = np.kron(np.eye(N**3), gamma5)
alternating = np.diag((-1.0)**np.arange(N))
for i in range(3):
    U = np.kron(site_operator(alternating, i, 3, N), beta @ spin[i])
    assert np.max(np.abs(U @ H_naive - H_naive @ U)) < 1e-10 * scale
    assert np.max(np.abs(U @ chirality + chirality @ U)) < 1e-12
    assert np.max(np.abs(U @ H_wilson - H_wilson @ U)) > 0.1 * scale
for wilson_r, conserved in ((0.0, True), (r, False)):
    H = lattice_hamiltonian(3, N, a, 0.0, wilson_r)
    breaking = np.max(np.abs(H @ chirality - chirality @ H)) / scale
    assert (breaking < 1e-12) == conserved
print("doubling symmetry: exact for naive H, broken by Wilson term")

# Corner energies obtained by applying the real-space matrices
spinor = np.array([1, 0, 1, 0]) / np.sqrt(2)         # beta = +1
table = {n: [] for n in range(4)}
for corner in corners:
    wave = np.ones(1)
    for edge in corner:
        wave = np.kron(wave, (-1.0)**(edge * np.arange(N)))
    psi = np.kron(wave / np.linalg.norm(wave), spinor)
    pair = []
    for H in (H_naive, H_wilson):
        value = np.vdot(psi, H @ psi).real
        assert np.linalg.norm(H @ psi - value * psi) < 1e-10 * scale
        pair.append(value)
    n = sum(corner)
    assert abs(pair[0] - rest) < 1e-9 * scale
    assert abs(pair[1] - rest - 2 * n * r * scale) < 1e-9 * scale
    table[n].append((pair[0], pair[1], handedness[corner]))
print("d=3 corners: n, count, handedness, E naive, E Wilson (hartree)")
for n, rows in table.items():
    print(f"  {n}  {len(rows)}  {rows[0][2]:+.0f}  {rows[0][0]:.3f}  {rows[0][1]:.3f}")
lift = table[1][0][1] - table[0][0][1]
print(f"lift per edge component = {lift:.3f} hartree = {lift*hartree_in_mev:.5f} MeV")

# Opposite signs of m and r can close the gap at a corner
critical_mass = -2 * r / (c * a)
closed = count_zeros(lattice_hamiltonian(3, N, a, critical_mass, r), scale) // 4
assert closed == 3
print(f"m = {critical_mass:.5f} m_e: gapless corners = {closed}")

# Curvature of E^2 at the lifted corners, in units c^2
q = 0.01 / a
for wilson_r in (0.3, r):
    for n in (1, 2, 3):
        K = np.array([np.pi / a] * n + [0.0] * (3 - n))
        for axis in range(3):
            step = np.zeros(3)
            step[axis] = q
            change = (upper_energy(K + step, a, m, wilson_r)**2
                      - upper_energy(K, a, m, wilson_r)**2)
            measured = change / (c * q)**2
            side = -1 if axis < n else 1
            predicted = 1 + side * (2*n*wilson_r**2 + wilson_r*m*c*a)
            assert abs(measured - predicted) < 2e-3
            if n == 1 and axis == 0:
                print(f"r={wilson_r}: edge curvature of E^2, n=1: {measured:+.3f} c^2")

# Error at fixed momentum
p_fixed = np.array([20.0, 0.0, 0.0])
exact = np.sqrt((c * p_fixed[0])**2 + rest**2)
print(f"p = {p_fixed[0]} a.u.: continuum E = {exact:.3f} hartree")
errors = []
for spacing in (a, a / 2):
    pair = [upper_energy(p_fixed, spacing, m, rr) - exact for rr in (0.0, r)]
    errors.append(pair)
    print(f"  a={spacing}: error naive {pair[0]:+.4f}, Wilson {pair[1]:+.3f} hartree")
ratio_naive = errors[0][0] / errors[1][0]
ratio_wilson = errors[0][1] / errors[1][1]
assert abs(ratio_naive - 4) < 0.05 and abs(ratio_wilson - 2) < 0.05
print(f"  error ratio on halving a: naive {ratio_naive:.3f}, Wilson {ratio_wilson:.3f}")
fine = 1e-4
gain = upper_energy(p_fixed, fine, m, r)**2 - exact**2
leading = r * m * c**3 * fine * p_fixed[0]**2
assert abs(gain / leading - 1) < 1e-3     # remainder is of relative order a
print(f"  a={fine}: gain in E^2 over its leading term = {gain/leading:.6f}")

print("done: every assertion held")
```

Output:

```
speed of light c = 137.035999 a.u.
spacing a = 0.005 bohr, mass m = 1.0 m_e, r = 1.0
rest energy = 18778.865 hartree
c/a = 27407.200 hartree; pi/a = 628.3185 1/bohr
spectra d=1,2,3 (N=6) match the dispersion formulas
d=1: zeros naive N=4: 2; Wilson N=4: 1; naive N=5: 1
d=2: zeros naive N=4: 4; Wilson N=4: 1; naive N=5: 1
d=3: zeros naive N=4: 8; Wilson N=4: 1; naive N=5: 1
d=1, N=41: lowest nonzero |E| = 0.076549 c/a
  continuum lowest nonzero |E| = 0.153248 c/a
d=3, gamma5=+1: right-handed nodes 4, left-handed 4
d=2 corner (0, 0): winding +1
d=2 corner (0, 1): winding -1
d=2 corner (1, 0): winding -1
d=2 corner (1, 1): winding +1
d=1 packets: density width 8.0 sites, ct = 20.0 a
  carrier 0: displacement +19.9610 sites
  carrier pi/a: displacement -19.9610 sites
doubling symmetry: exact for naive H, broken by Wilson term
d=3 corners: n, count, handedness, E naive, E Wilson (hartree)
  0  1  +1  18778.865  18778.865
  1  3  -1  18778.865  73593.265
  2  3  +1  18778.865  128407.664
  3  1  -1  18778.865  183222.064
lift per edge component = 54814.400 hartree = 1.49158 MeV
m = -2.91894 m_e: gapless corners = 3
r=0.3: edge curvature of E^2, n=1: +0.614 c^2
r=1.0: edge curvature of E^2, n=1: -1.685 c^2
p = 20.0 a.u.: continuum E = 18977.811 hartree
  a=0.005: error naive -0.6588, Wilson +134.843 hartree
  a=0.0025: error naive -0.1649, Wilson +67.624 hartree
  error ratio on halving a: naive 3.996, Wilson 1.994
  a=0.0001: gain in E^2 over its leading term = 0.999975
done: every assertion held
```
